\section*{Elmore Delay Is Unchanged by a Resistive Link Between Balanced Nodes}

\section{Result and conditions}

A network of resistors and grounded capacitors is driven by one voltage source. Let $T_k$ be the Elmore delay of node $k$, and connect a resistor $R_L=1/g$, with $0<R_L<\infty$, between nodes $i$ and $j$. Then
\begin{equation}
T'_k=T_k\ \text{ for every node } k
\quad\Longleftrightarrow\quad T_i=T_j ,
\label{eq:result}
\end{equation}
where the prime marks the network with the link. The network may contain loops. The conditions are:
\begin{itemize}
\item all resistors and capacitors are linear and constant in time;
\item each node has a capacitance $C_k>0$ to ground and a resistive path to the source;
\item no resistor leads to ground;
\item the link has no capacitance of its own, or its capacitance has been included in the $C_k$ before $T_i$ and $T_j$ are compared.
\end{itemize}
The result concerns the Elmore delay. Waveforms and 50\% delays do in general change.

\section{Delay as the solution of a linear system}

All nodes start at zero and the source steps to $1$ at $t=0$; voltages are in units of the step height. Let $g_{kl}$ be the conductance between nodes $k$ and $l$, and $g_{ks}$ that between node $k$ and the source. The current entering node $k$ charges its capacitor:
\begin{equation}
C_k\frac{dv_k}{dt}=\sum_l g_{kl}(v_l-v_k)+g_{ks}(1-v_k).
\end{equation}
Define the shortfall $w_k=1-v_k$. Then $dv_k/dt=-dw_k/dt$ and $v_l-v_k=w_k-w_l$, so
\begin{equation}
-C_k\frac{dw_k}{dt}=\sum_l g_{kl}(w_k-w_l)+g_{ks}w_k\equiv(Gw)_k,
\qquad w_k(0)=1 .
\label{eq:ode}
\end{equation}
This defines the symmetric conductance matrix $G$. For any vector $x$,
\begin{equation}
x^{T}Gx=\sum_{k<l}g_{kl}(x_k-x_l)^2+\sum_k g_{ks}x_k^2\ \ge 0 .
\label{eq:pd}
\end{equation}
If this vanishes, $x$ is constant along every resistive path and zero at nodes joined to the source. Since every node has a path to the source, $x=0$. Hence $G$ is positive definite and has an inverse, $R=G^{-1}$, which is also positive definite. With $C=\mathrm{diag}(C_k)$, there is a $\mu>0$ such that $w^TGw\ge\mu\,w^TCw$, and therefore
\begin{equation}
\frac{d}{dt}\,w^TCw=-2w^TGw\le-2\mu\,w^TCw .
\end{equation}
The shortfall decays exponentially, so the time integrals below exist.

The Elmore delay is the first moment of the impulse response $dv_k/dt$. Integration by parts gives
\begin{equation}
T_k=\int_0^\infty t\,\frac{dv_k}{dt}\,dt
=-\bigl[t\,w_k\bigr]_0^\infty+\int_0^\infty w_k\,dt
=\int_0^\infty(1-v_k)\,dt .
\label{eq:area}
\end{equation}
Integrate Eq.~\eqref{eq:ode} over all times. The left side gives $-C_k[w_k(\infty)-w_k(0)]=C_k$, and the right side gives $(GT)_k$. With $c$ the vector of capacitances,
\begin{equation}
GT=c .
\label{eq:GT}
\end{equation}
This is a dc problem: ground the source, feed a current numerically equal to $C_k$ into each node, and read $T_k$ as the node voltage. In a tree, each resistor then carries the total capacitance downstream of it.

\section{Proof}

The link carries the current $g(v_i-v_j)$ out of node $i$ and into node $j$. In terms of $w$ it adds $g(w_i-w_j)$ to row $i$ of the right side of Eq.~\eqref{eq:ode} and $-g(w_i-w_j)$ to row $j$. Let $b$ have entries $b_i=1$, $b_j=-1$ and zeros elsewhere. Then
\begin{equation}
G'=G+g\,bb^T,\qquad b^TT=T_i-T_j\equiv\delta .
\end{equation}
The capacitances are the same, so the new delays obey $G'T'=c$. If $\delta=0$, the old delays obey this equation too:
\begin{equation}
G'T=GT+g\,b\,(b^TT)=c+0=c .
\end{equation}
Adding a resistor keeps Eq.~\eqref{eq:pd} positive, so $G'$ is invertible and the solution is unique. Hence $T'=T$.

For the converse, write $\delta'=b^TT'$ and equate the two expressions for $c$:
\begin{equation}
GT'+g\,b\,\delta'=GT
\quad\Rightarrow\quad T'=T-g\,\delta'\,Rb .
\label{eq:step}
\end{equation}
Multiply from the left by $b^T$ and set $r=b^TRb>0$. This $r$ is the resistance seen between $i$ and $j$ with the source grounded and the link absent. Then $\delta'=\delta-gr\,\delta'$, so
\begin{equation}
\delta'=\frac{\delta}{1+gr},\qquad
T'=T-\frac{g\,\delta}{1+gr}\,Rb .
\label{eq:update}
\end{equation}
If $\delta\ne0$, then $\delta'\ne\delta$, so at least one of $T_i$, $T_j$ has changed. This completes Eq.~\eqref{eq:result}.

\subsection{Charge through the link}

For a unit step the net charge from $i$ to $j$ is
\begin{equation}
q=g\int_0^\infty(v_i-v_j)\,dt=g\,(T'_j-T'_i)=-\frac{g\,\delta}{1+gr} .
\label{eq:q}
\end{equation}
A balanced link carries no net charge, although its current need not vanish at any given moment. What flows one way flows back later, and the time integral of every node voltage shortfall is preserved. An unbalanced link carries net charge from the node with the smaller delay to the one with the larger delay.

\subsection{Several links and the short circuit}

Suppose that several nodes share one value of $T$. The first link among them leaves all delays unchanged, so the nodes are still balanced when the next is added. Any number of such links may therefore be inserted.

Balanced nodes may also be merged. The equation of the merged node is the sum of rows $i$ and $j$ of Eq.~\eqref{eq:GT}. The old delays satisfy both rows, hence their sum, and they assign one value to the merged node. They therefore solve the merged network.

\section{How accurate must the balance be?}

If $\delta$ is small but not zero, a bound on the changes is useful. Let $u=Rb$, the node voltages when unit current enters at $i$ and leaves at $j$ with the source grounded. Suppose that the largest $u_k$ is positive and is reached at a node $k\neq i$. There
\begin{equation}
(Gu)_k=\sum_l g_{kl}(u_k-u_l)+g_{ks}u_k=b_k\le0 ,
\end{equation}
while every term of the sum is non-negative. All terms must vanish: the neighbours of $k$ have the same voltage and $k$ is not joined to the source. Repeating this along a path to the source leads to a contradiction unless the path meets $i$. So a positive maximum is reached at $i$, and, by exchanging signs, a negative minimum is reached at $j$. The same argument with current fed in at $i$ alone gives $R_{ji}\le R_{ii}$, so $u_i=R_{ii}-R_{ij}\ge0$; likewise $u_j\le0$. Since $u_i-u_j=r$, it follows that $|u_k|\le r$, and Eq.~\eqref{eq:update} gives
\begin{equation}
|T'_k-T_k|\le\frac{gr}{1+gr}\,|\delta|<|\delta|\qquad(\delta\neq0).
\label{eq:bound}
\end{equation}
No Elmore delay moves by as much as the initial imbalance.

\section{What the link does change}

The second moment follows from two integrations by parts:
\begin{equation}
M_k=\int_0^\infty t^2\frac{dv_k}{dt}\,dt=2\int_0^\infty t\,w_k\,dt .
\end{equation}
Multiply Eq.~\eqref{eq:ode} by $t$ and integrate. The left side is $-C_k\int t\,(dw_k/dt)\,dt=C_kT_k$, and the right side is $(GM)_k/2$. Thus $GM=2CT$. With a balanced link $T$ is unchanged, so $G'M'=2CT=GM$. The algebra that led to Eq.~\eqref{eq:update} now gives
\begin{equation}
M'=M-\frac{g\,(M_i-M_j)}{1+gr}\,Rb .
\label{eq:M}
\end{equation}
Equal Elmore delays do not imply equal second moments. The link draws the second moments of its two ends together, and the waveforms change accordingly.

\section{Worked example: a clock branch}

A $200\,\Omega$ driver feeds a fork. A $100\,\mu$m wire runs from the fork to sink $a$, a $50\,\mu$m wire to tap $b$, and a further $100\,\mu$m wire from $b$ to sink $d$. The wires have an effective resistivity of $4\,\mu\Omega\,$cm, a cross-section of $40\times100$ nm and hence $10\,\Omega/\mu$m; their capacitance is $0.2$ fF/$\mu$m. Half of each wire's capacitance is placed at either end. With loads of $5$, $10$, $0$ and $15$ fF, the node capacitances at fork, $a$, $b$, $d$ are $20$, $20$, $15$ and $25$ fF. Since $1\,\mathrm{k}\Omega\times1\,\mathrm{fF}=1$ ps, the downstream rule gives
\begin{align}
T_{\rm fork}&=0.2\times80=16\ \text{ps}, & T_a&=16+1.0\times20=36\ \text{ps},\\
T_b&=16+0.5\times40=36\ \text{ps}, & T_d&=36+1.0\times25=61\ \text{ps}.
\end{align}
Nodes $a$ and $b$ are balanced. A $400\,\Omega$ link, corresponding to $40\,\mu$m of the same wire, is placed between them. Straight wires would leave $a$ and $b$ at least $50\,\mu$m apart, so the wires are assumed to bend. The link's own capacitance is left out until Sec.~\ref{sec:real}. Integrating the branch currents in time and evaluating the area in Eq.~\eqref{eq:area} gives $16.000$, $36.000$, $36.000$ and $61.000$ ps both without and with the link.

The waveforms do respond:
\begin{center}
\begin{tabular}{lcccc}
 & \multicolumn{2}{c}{$M$ (ps$^2$)} & \multicolumn{2}{c}{50\% delay (ps)}\\
node & no link & link & no link & link\\
$a$ & 2682 & 3011 & 24.4 & 21.0\\
$b$ & 3307 & 3143 & 17.7 & 20.0\\
$d$ & 6357 & 6193 & 46.3 & 47.3
\end{tabular}
\end{center}
Equal Elmore delays had concealed a 50\% skew of $6.8$ ps between $a$ and $b$; the link reduces it to $1.0$ ps. Node $b$ reaches half height first, so at that moment current flows from $b$ to $a$. Over the whole transition $2.11$ fC passes in each direction for a 1 V step, with a peak current of $153\,\mu$A. These two values depend strongly on the treatment of the wires as undivided: with 20 sections per wire they become $2.60$ fC and $232\,\mu$A. The peak also depends on the sharpness of the step: if the source rises linearly over $20$ ps, the finely divided network gives $128\,\mu$A. The net charge is zero, as Eq.~\eqref{eq:q} requires.

\subsection{An unbalanced link for contrast}

Place the same resistor between $a$ and $d$ instead. Here $\delta=36-61=-25$ ps. Unit current fed in at $a$ and taken out at $d$ passes through the three wires and not through the driver, so $r=1000+500+1000=2500\,\Omega$ and $Rb=(0,\,1,\,-0.5,\,-1.5)$ k$\Omega$ in the order fork, $a$, $b$, $d$. With $g=2.5$ mS, $1+gr=7.25$ and $-g\delta/(1+gr)=8.62$ fF, Eq.~\eqref{eq:update} gives
\begin{equation}
T'=(16,\ 36+8.62,\ 36-4.31,\ 61-12.93)=(16.0,\ 44.6,\ 31.7,\ 48.1)\ \text{ps}.
\end{equation}
Time integration gives the same values. The imbalance falls from $25$ to $3.4$ ps, and $8.62$ fC of net charge passes from $a$ to $d$ for a 1 V step. The fork keeps its delay because the whole charge of the network still enters through the driver, which fixes $T_{\rm fork}=R_d\sum_kC_k$.

\subsection{A test with loops}

Four random six-node networks were also integrated in time. Each had a ring of six resistors, one chord and two connections to the source, with resistances between $0.3$ and $2$ k$\Omega$ and initial capacitances between $5$ and $30$ fF. One capacitance was then increased to balance two opposite nodes, and these were linked by $0.2$ to $2$ k$\Omega$. The largest change of any Elmore delay was $7\times10^{-11}$ ps.

\section{Failure with a resistor to ground}

If resistors lead to ground, the final voltages $f_k$ need not equal 1. Include the leaks in the diagonal of $G$ and let $s_k=g_{ks}$; then $Gf=s$. The deviation $f-v$ starts at $f$ and obeys $C\,d(f-v)/dt=-G(f-v)$. Its time integral $A$ satisfies $GA=Cf$, and the normalised delay is
\begin{equation}
\tau_k=\frac{1}{f_k}\int_0^\infty(f_k-v_k)\,dt=\frac{A_k}{f_k} .
\end{equation}
Equality of $\tau_i$ and $\tau_j$ is no longer sufficient. If $f_i\ne f_j$, the link carries a steady current and changes the final voltages. In the example, put $5$ k$\Omega$ from $a$ to ground and raise $C_a$ to $24$ fF. This gives $\tau_a=\tau_b=34.84$ ps, but $f_a=0.806$ and $f_b=0.968$. The $400\,\Omega$ link between $a$ and $b$ then changes the delays to $35.12$ and $34.48$ ps.

A sufficient condition is $f_i=f_j$ together with $\tau_i=\tau_j$. Then $A_i=A_j$, so $G'f=Gf=s$ and $G'A=GA=Cf$: both the final voltages and the areas are unchanged.

\section{Use with real wires}
\label{sec:real}

\subsection{Capacitance of the link}

Let the link be a uniform wire of length $\ell$ with resistance $\rho$ and capacitance $\kappa$ per length, so that $R_L=\rho\ell$ and $C_L=\kappa\ell$. On the wire $\kappa\,\partial_tw=\rho^{-1}\partial_x^2w$. Integration over time gives $T''(x)=-\rho\kappa$, hence
\begin{equation}
T(x)=T_i+(T_j-T_i)\frac{x}{\ell}+\frac{\rho\kappa}{2}\,x(\ell-x).
\end{equation}
The wire adds to row $i$ of Eq.~\eqref{eq:GT} the term
\begin{equation}
-\frac{T'(0)}{\rho}=\frac{T_i-T_j}{R_L}-\frac{C_L}{2},
\end{equation}
where the prime here denotes $d/dx$. Moving $-C_L/2$ to the right side shows that the wire acts as a resistor $R_L$ with $C_L/2$ added at node $i$; by symmetry the same holds at $j$. For Elmore delays at the ends, this replacement involves no approximation.

The balance must therefore be judged with these halves in place. The $40\,\mu$m link has $8$ fF. Adding $4$ fF at each end gives $T_a=41.6$ and $T_b=39.6$ ps, and the link resistor then moves them to $40.5$ and $40.1$ ps. To restore balance, note that a capacitance $x$ added at $b$ raises $T_k$ by $R_{kb}x$. The condition is
\begin{equation}
(R_{bb}-R_{ab})\,x=T_a-T_b
\quad\Rightarrow\quad x=\frac{2.0\ \text{ps}}{0.5\ \text{k}\Omega}=4\ \text{fF}.
\end{equation}
Both nodes then have $42.4$ ps with or without the link resistor. The link's own $8$ fF and the $4$ fF load at $b$ have together cost $6.4$ ps relative to the original $36$ ps. The method needs $R_{bb}>R_{ab}$; it fails if every path from $a$ to the source passes through $b$.

\subsection{Disturbances of the balance}

The parameters are round values of the rough size found for narrow wires in a CMOS logic chip; clock trunks are often wider and less resistive. With the link's capacitance again left out and all else fixed, the disturbances act as follows.

\emph{Switching neighbour.} Let a part $C_x$ of $C_k$ couple to a neighbour that falls from 1 to 0. It adds $C_x\,du/dt$ to the current into node $k$, where $u$ is the neighbour's voltage. The time integral of this term is $-C_x$, so $(GT)_k=C_k+C_x$: the coupling counts twice, whatever the shape of the fall. If half the capacitance of the wire to $a$ ($10$ fF) couples in this way, $T_a=43$ and $T_b=38$ ps, and the link resistor changes $T_a$ by $-2.6$ ps. This is the largest violation among the cases considered here, about 6\% of $T_a$.

\emph{Temperature.} If the wire to $a$ is $20$ K hotter than the rest, an assumed coefficient of $0.003$/K, which is on the high side (for copper at $4\,\mu\Omega\,$cm about $0.0016$/K is expected if surfaces and grain boundaries add a constant resistivity), raises its resistance by 6\% and $T_a$ by $1.2$ ps. The link then changes no delay by more than $0.65$ ps.

\emph{Driver.} A driver resistance 30\% higher adds $0.06\times80=4.8$ ps at every node and leaves the balance intact. A transistor is not a linear resistor, but the equations of the nodes beyond the fork do not contain it. If the driver reaches the full supply voltage, the differences $T_k-T_{\rm fork}$ still obey the theorem; $T_{\rm fork}$ itself may then depend on the link.

\emph{Small terms.} An assumed gate leakage of $100$ nA at 1 V at both sinks, treated as a resistor, lowers the final voltage by at most $0.19$ mV; the link then changes the delays by less than $10^{-3}$ ps. A rough wire inductance of $1$ pH/$\mu$m gives $L/R=0.1$ ps, short compared with the delays. Dividing each wire into 20 sections leaves the Elmore delays unchanged and moves the 50\% delays of $a$, $b$ and $d$ by less than $0.4$ ps; that of the fork, without the link, falls from $3.7$ to $2.9$ ps. The 50\% skew that remains between $a$ and $b$ with the link is then $0.6$ ps instead of the $1.0$ ps found with undivided wires.

\subsection{Procedure}

\begin{enumerate}
\item Add half the link's capacitance at each end and solve $GT=c$.
\item Compute $\delta=T_i-T_j$. By Eq.~\eqref{eq:bound}, $|\delta|$ bounds the change that the link resistor can cause at any node.
\item If this is too large, rebalance by adding load, or apply Eq.~\eqref{eq:update}, which needs one further solution, $Gu=b$.
\item Compute 50\% delays from the waveforms of the linked network, since balance in Elmore delay does not fix them.
\end{enumerate}
The numerical output lists most of the values used here to more digits.

\section*{Values computed for the example and the checks}
\begin{verbatim}
resistivity 4.0 uOhm cm; section 40 x 100 nm
wire: 10.00 Ohm/um, 0.20 fF/um; driver 200 Ohm
wire lengths fork-a, fork-b, b-d (um): 100  50  100
wire resistances (Ohm): 1000  500  1000
Node order in all lists: fork, a, b, d
loads (fF): 5.0  10.0  0.0  15.0
node capacitances (fF): 20.0  20.0  15.0  25.0
link a-b: 40 um, 400 Ohm
Elmore, matrix, no link (ps): 16.000  36.000  36.000  61.000
Elmore, transient, no link (ps): 16.000  36.000  36.000  61.000
Elmore, transient, link a-b (ps): 16.000  36.000  36.000  61.000
Elmore, a and b merged: fork, ab, d (ps): 16.000  36.000  61.000
second moment, no link (ps^2): 1242.0  2682.0  3307.0  6357.0
second moment, link a-b (ps^2): 1242.0  3010.9  3142.5  6192.5
spread, no link (ps): 31.401  37.229  44.844  51.342
spread, link a-b (ps): 31.401  41.412  42.971  49.714
50% delay, no link (ps): 3.746  24.405  17.652  46.346
50% delay, link a-b (ps): 3.754  21.003  20.035  47.319
link charge a to b 2.1124 fC, b to a 2.1124 fC (1 V step)
largest link current 153.06 uA
Unbalanced link a-d, 400 Ohm:
  resistance seen between a and d 2500 Ohm
  Elmore, formula (ps): 16.000  44.621  31.690  48.069
  Elmore, transient (ps): 16.000  44.621  31.690  48.069
  T_a - T_d before -25.000 ps, after -3.448 ps
  net charge a to d 8.621 fC
random meshes: 4; largest delay change 7.2e-11 ps
Leak of 5 kOhm at a, C_a tuned to 24.000 fF:
  final voltages, no link (V): 0.968  0.806  0.968  0.968
  normalised delay, no link (ps): 14.839  34.839  34.839  59.839
  normalised delay, link a-b (ps): 14.717  35.122  34.484  59.484
Neglected effects; change = largest caused by link resistor
  inputs: link 8.0 fF; coupling 10.0 fF
  inputs: 20 K at 0.003/K; driver x 1.3
  link capacitance, no link (ps): 17.600  41.600  39.600  64.600
    with link (ps): 17.600  40.547  40.126  65.126; change 1.053
  opposite neighbour, no link (ps): 18.000  43.000  38.000  63.000
    with link (ps): 18.000  40.368  39.316  64.316; change 2.632
  hotter wire to a, no link (ps): 16.000  37.200  36.000  61.000
    with link (ps): 16.000  36.551  36.306  61.306; change 0.649
  weaker driver, no link (ps): 20.800  40.800  40.800  65.800
    with link (ps): 20.800  40.800  40.800  65.800; change 0.000
  load added at b to rebalance 4.000 fF
  rebalanced, without link resistor (ps): 18.400  42.400  42.400  67.400
  rebalanced, with link resistor (ps): 18.400  42.400  42.400  67.400
  gate leak 100 nA at a and d: sag 0.190 mV, change 6.8e-04 ps
  inductance 1.0 pH/um: L/R = 0.10 ps
  50% delay, 20 sections, no link (ps): 2.856  24.521  17.630  46.621
  50% delay, 20 sections, link (ps): 2.876  20.665  20.030  47.538
\end{verbatim}
